# The Midgap Edge Vibration of an Alternating-Spring Chain

## An edge vibration at a fixed wall

### The chain cut into pieces

Equal masses $M$ stand on a half-line, numbered $j=1,2,3,\dots$ from a fixed wall, and move along the line. A spring $K_A$ joins atoms 1 and 2, 3 and 4, and so on. A spring $K_B$ joins atoms 2 and 3, 4 and 5, and so on. A spring $K_W$ joins atom 1 to the wall.

Set $K_A=0$ and $K_W=K_B$. The chain falls apart into atom 1, held by the wall spring alone, and the free pairs (2,3), (4,5), .... Atom 1 vibrates with $M\omega^2=K_B$. Each pair has a rigid translation with $M\omega^2=0$ and a stretching vibration. In the latter the displacements are $u$ and $-u$, the spring is stretched by $2u$, and $M\omega^2=2K_B$. The level of atom 1 lies midway between the two pair levels.

Now set $K_B=K_W=0$ and keep $K_A$. All atoms belong to pairs, (1,2), (3,4), ..., with levels $0$ and $2K_A$, and nothing lies between.

When the missing spring is restored, the pair levels broaden into bands. The single level turns out to survive, midway in $\omega^2$, as long as $K_A<K_B$. The precise statement is this: for $K_W=K_B$ a normalizable vibration exists if and only if $K_A<K_B$; it is unique, and
$$
M\omega_0^2=K_A+K_B,\qquad u_{2n+1}=\left(-\frac{K_A}{K_B}\right)^{n}u_1,\qquad u_{2n}=0. \tag{1}
$$

### Equations of motion and bands

The springs are harmonic and positive, and only neighbours interact. In atomic units $\hbar=1$, so a vibrational quantum has energy $\omega$. The potential energy is
$$
V=\tfrac12K_Wu_1^2+\tfrac12\sum_{n\ge1}\left[K_A(u_{2n}-u_{2n-1})^2+K_B(u_{2n+1}-u_{2n})^2\right]. \tag{2}
$$
For motion at frequency $\omega$, Newton's law reads $M\omega^2u_j=\partial V/\partial u_j$. With $\lambda=M\omega^2$ and $n\ge1$,
$$
\lambda u_1=(K_A+K_W)u_1-K_Au_2, \tag{3}
$$
$$
\lambda u_{2n}=(K_A+K_B)u_{2n}-K_Au_{2n-1}-K_Bu_{2n+1}, \tag{4}
$$
$$
\lambda u_{2n+1}=(K_A+K_B)u_{2n+1}-K_Bu_{2n}-K_Au_{2n+2}. \tag{5}
$$
The wall enters (3) alone. The choice $K_W=K_B$ gives every atom the same diagonal coefficient, $K_A+K_B$.

Away from the wall, try a constant ratio $z$ between successive two-atom cells: $u_{2n-1}=Az^{n-1}$, $u_{2n}=Bz^{n-1}$. With $\varepsilon=K_A+K_B-\lambda$, equations (4) and (5) become
$$
\varepsilon B=(K_A+K_Bz)A,\qquad \varepsilon A=\left(K_A+\frac{K_B}{z}\right)B. \tag{6}
$$
Multiplying the two equations and cancelling $AB$ gives
$$
\varepsilon^2=K_A^2+K_B^2+K_AK_B\left(z+\frac1z\right). \tag{7}
$$
If $A$ or $B$ vanishes, (6) makes $\varepsilon$ and one of the brackets zero, and (7) still holds.

A travelling wave has $z=e^{iq}$, and then
$$
\lambda=K_A+K_B\pm\left|K_A+K_Be^{iq}\right|. \tag{8}
$$
The modulus runs from $|K_A-K_B|$ to $K_A+K_B$. The lower band therefore fills $0\le\lambda\le2\min(K_A,K_B)$ and the upper band $2\max(K_A,K_B)\le\lambda\le2(K_A+K_B)$. The centre of the gap in $\lambda$ is $K_A+K_B$.

"Midgap" thus refers to $\omega^2$. If $\omega_-$ and $\omega_+$ are the gap edges, then $\omega_0^2=(\omega_-^2+\omega_+^2)/2$. Since
$$
\frac{\omega_-^2+\omega_+^2}{2}-\left(\frac{\omega_-+\omega_+}{2}\right)^2=\frac{(\omega_+-\omega_-)^2}{4}>0, \tag{9}
$$
$\omega_0$ lies above the arithmetic centre of the gap in frequency.

### The midgap solution

Put $K_W=K_B$ and $\lambda=K_A+K_B$. Equation (3) reduces to $K_Au_2=0$, so atom 2 rests. Equation (5) reduces to $K_Bu_{2n}+K_Au_{2n+2}=0$, so atoms 4, 6, ... rest as well. Equation (4) leaves
$$
K_Au_{2n-1}+K_Bu_{2n+1}=0, \tag{10}
$$
which is the geometric sequence in (1). With $r=K_A/K_B$,
$$
\sum_ju_j^2=u_1^2\sum_{n\ge0}r^{2n}=\frac{u_1^2}{1-r^2}\qquad(r<1). \tag{11}
$$
For $r\ge1$ the sum diverges, and this solution is not a vibration bound to the edge. For $r<1$ the first atom carries the fraction $1-r^2$ of the squared amplitude.

The mechanics is visible in (10): the two springs on an even atom pull with equal and opposite forces, so it stays at rest. Each odd atom then vibrates between two resting neighbours with stiffness $K_A+K_B$. For atom 1 the wall is one of these neighbours, and it must be attached by $K_B$ to complete the pattern.

The amplitude falls by $r$ per cell, so its decay length is $1/\ln(K_B/K_A)$ cells. As $K_A\to K_B$ this length diverges while the gap closes. In the ideal mode all velocities are a quarter period out of phase with the spring forces, so the mean energy flux through every spring is zero.

As a numerical test, a 400-atom chain with $K_A=0.5$, $K_B=K_W=1$ and a free far end was diagonalized. It has one level inside the gap, at $\lambda=1.5$. The first five amplitudes are $1,0,-0.5,0,0.25$, and the first atom has weight $0.75=1-0.5^2$.

### Any wall spring

To show uniqueness, and to see what another wall spring does, all decaying solutions are needed. For given $\lambda$, (7) supplies two ratios whose product is 1. Inside a band both have modulus 1. At a band edge they coincide at $z=\pm1$, and the solutions are constant in size or grow linearly. Neither case is normalizable. Outside the bands $z$ is real, and a normalizable vibration must consist of the solution with $|z|<1$ alone. Its amplitude $A=u_1$ is not zero, because $u_1=0$ gives $u_2=0$ in (3) and then rest everywhere.

Equation (3) can be written
$$
\varepsilon A=K_AB+(K_B-K_W)A, \tag{12}
$$
whereas the second part of (6) says $\varepsilon A=K_AB+K_BB/z$. Subtracting gives
$$
B=zsA,\qquad s=1-\frac{K_W}{K_B}. \tag{13}
$$
Inserting this in the second part of (6) yields $\varepsilon=s(K_Az+K_B)$, that is
$$
\lambda=K_A+K_B-s(K_Az+K_B). \tag{14}
$$
The first part of (6) becomes $\varepsilon zs=K_A+K_Bz$. Substituting $\varepsilon$ and collecting powers of $z$,
$$
f(z)\equiv K_As^2z^2-K_B(1-s^2)z-K_A=0. \tag{15}
$$

For $K_W=K_B$, $s=0$ and (15) is linear. Its sole root is $z=-K_A/K_B$, and (14) gives $\lambda=K_A+K_B$. The root decays if and only if $K_A<K_B$. This completes the proof of (1).

For $s\ne0$ the parabola opens upward, and its roots have opposite signs because their product is $-1/s^2$. The values needed are
$$
f(0)=-K_A,\quad f(1)=-(1-s^2)(K_A+K_B),\quad f(-1)=(1-s^2)(K_B-K_A). \tag{16}
$$
Since one root lies on each side of zero and $f(0)<0$, there is a root in $(0,1)$ exactly if $f(1)>0$, and one in $(-1,0)$ exactly if $f(-1)>0$. By (7), a negative $z$ with $|z|<1$ gives $\varepsilon^2<(K_A-K_B)^2$, a level in the gap. A positive one gives $\varepsilon^2>(K_A+K_B)^2$, a level outside both bands. The cases are:

- $0<K_W<2K_B$, so $|s|<1$. There is one gap mode if $K_A<K_B$, and no bound mode if $K_A\ge K_B$.
- $K_W=0$ or $K_W=2K_B$. Then $z^2=1$, and there is no bound mode. In particular, a free end has none.
- $K_W>2K_B$, so $s<-1$. A root in $(0,1)$ appears. Since $\varepsilon=s(K_Az+K_B)<0$, its level lies above the upper band. If $K_A>K_B$ there is a gap mode as well.

The condition $K_W=K_B$ therefore fixes the position of the gap mode, but is not needed for its existence. For $K_A<K_B$ the level runs from the lower gap edge $2K_A$ as $K_W\to0$ to the upper edge $2K_B$ as $K_W\to2K_B$; both follow from (14) with $z\to-1$.

The last case has a simple limit. For $K_W\to\infty$ atom 1 is clamped and acts as the wall. The chain now starts at atom 2, with wall spring $K_A$ and first interatomic spring $K_B$. This is the original problem with the springs exchanged, so a midgap mode exists when $K_B<K_A$.

Take $K_A=0.5$, $K_B=1$, $K_W=0.6$. Then $s=0.4$, and (15) reads $0.08z^2-0.84z-0.5=0$, with decaying root $z=-0.565$. Equation (14) gives $\lambda=1.5-0.4(1-0.282)=1.213$. Diagonalization of the 400-atom chain gives the same value, and the following levels outside the bands for other wall springs:

| $K_A$ | $K_B$ | $K_W$ | $\lambda$ |
|---|---|---|---|
| 0.5 | 1 | 0 | none |
| 0.5 | 1 | 0.3 | 1.054 |
| 0.5 | 1 | 1.7 | 1.946 |
| 0.5 | 1 | 2.2 | 3.049 |
| 1 | 0.5 | 0.5 | none |
| 1 | 0.5 | 1.5 | 1.057, 3.193 |

The gap is $1<\lambda<2$ and the top of the upper band is 3 in all rows.

Near $K_W=K_B$, (14) can be differentiated. At $s=0$ the derivative of $z$ is multiplied by $s$ and drops out:
$$
\frac{d\lambda}{dK_W}=\frac{ds}{dK_W}\frac{d\lambda}{ds}
=\left(-\frac1{K_B}\right)\left[-\left(K_B-\frac{K_A^2}{K_B}\right)\right]=1-r^2. \tag{17}
$$
The level follows the wall spring in proportion to the weight of the first atom. It is not pinned to the gap centre.

### The bulk winding number

For $K_W=K_B$ the number of midgap modes can be read from the bulk. The function $h(q)=K_A+K_Be^{iq}$ traces a circle of radius $K_B$ about the point $K_A$. It winds once around zero if $K_B>K_A$ and not at all if $K_B<K_A$. By the argument principle this winding counts the zeros of $K_A+K_Bz$ inside the unit circle, and (10) shows that such a zero is the decay ratio of the edge mode.

The cell here is the pair (1,2) nearest the wall; another choice of cell would change the winding. The count also presupposes equal diagonal coefficients. The free end has the same bulk winding for $K_A<K_B$ and yet no edge mode.

### A tungsten–polymer multilayer

A multilayer realizes the chain if stiff, heavy films act as masses and soft, light spacers as springs. Take tungsten films of 4 nm. The spacers are polymer, alternately 8 nm (weak spring) and 4 nm (strong spring), and a 4 nm spacer joins the first film to a tungsten substrate. Rough typical inputs are densities of 19 and 1.2 g/cm³ and longitudinal moduli of 520 and 9 GPa. The motion is longitudinal and laterally uniform, and the interfaces are perfect. Masses and springs are counted per unit area. Such inputs fix the results to two figures at best; further digits below serve only to compare one model with another.

The film mass is $19000\ \mathrm{kg/m^3}\times4\times10^{-9}\ \mathrm m=7.6\times10^{-5}$ kg/m². A spacer of modulus $C$ and thickness $d$ has $K=C/d$, so $K_B=9/4=2.25$ GPa/nm and $K_A=9/8=1.125$ GPa/nm. As 1 GPa/nm is $10^{18}$ N/m³,
$$
\omega_0=\sqrt{\frac{3.375\times10^{18}}{7.6\times10^{-5}}}\ \mathrm{s^{-1}}=2.11\times10^{11}\ \mathrm{s^{-1}}. \tag{18}
$$
The edge quantum is 138.7 µeV, or 33.5 GHz. The gap extends from 113.3 to 160.2 µeV, with arithmetic centre 136.7 µeV, below the edge quantum as (9) requires. A cell is 20 nm long and $r=1/2$, so the amplitude decays over $20/\ln2=28.9$ nm (289 Å).

**Elastic layers.** The spring model ignores the spacer mass and the elasticity of the films. In a layer of density $\rho$ and modulus $C$, the displacement obeys $Cu''=-\rho\omega^2u$. With $k=\omega\sqrt{\rho/C}$ and stress $\sigma=Cu'$, the solution across thickness $d$ is
$$
\begin{pmatrix}u\\ \sigma\end{pmatrix}_{x+d}=
\begin{pmatrix}\cos kd&\sin kd/(Ck)\\-Ck\sin kd&\cos kd\end{pmatrix}
\begin{pmatrix}u\\ \sigma\end{pmatrix}_{x}. \tag{19}
$$
Let $T$ be the product of these matrices over thin spacer, film, thick spacer and film. At a rigid wall $u=0$, so an edge mode requires $(0,\sigma)$ to be an eigenvector of $T$: $T_{12}=0$, with $z=T_{22}$ and $|z|<1$. The result is 134.05 µeV, 3.4% below the spring value, with $z=-0.528$ instead of $-0.5$. The gap moves to 110.06–153.46 µeV. Its centre in $\omega^2$ corresponds to $\sqrt{(110.06^2+153.46^2)/2}=133.5$ µeV, so the mode is no longer precisely midgap.

**A moving substrate.** A half-space of acoustic impedance $Z=\sqrt{\rho C}$ radiates energy away. If it moves little, the wall spring exerts on it a stress of amplitude $K_Bu_1$, and the mean radiated power is $K_B^2u_1^2/(2Z)$. By (11) the mode energy is $\tfrac12M\omega_0^2u_1^2/(1-r^2)$. Dividing, and using $M\omega_0^2=K_A+K_B$, gives the energy decay rate
$$
\Gamma=\frac{K_B^2(1-r^2)}{Z(K_A+K_B)}. \tag{20}
$$
The substrate amplitude relative to $u_1$ is about $K_B/(Z\omega_0)$, which must be small. Here $Z=9.94\times10^7$ kg/(m² s) and the ratio is 0.11. Equation (20) gives $\hbar\Gamma=7.45$ µeV. In the elastic stack the substrate carries an outgoing wave with $\sigma=-i\omega Zu$ for time factor $e^{-i\omega t}$, and $(1,-i\omega Z)$ must be the decaying eigenvector of $T$. The complex frequency then gives a width of 7.36 µeV. The quantum itself moves by only 0.2 µeV.

**Polymer loss.** With a loss tangent $\eta$, each spring becomes $K(1-i\eta)$. Then $\omega=\omega_0\sqrt{1-i\eta}\approx\omega_0(1-i\eta/2)$, and the energy decays at the rate $\omega_0\eta$. For a rough $\eta=0.03$ this is 4.2 µeV. With elastic layers, radiation and loss together, the quantum is 133.7 µeV, the width 11.3 µeV and the quality factor 11.8. The edge vibration is a damped resonance, but its width is less than its distance of about 20 µeV from the nearer edge of the lossless gap.

Formulas (1), (20) and the loss rate were tested against the layer matrices where the spring picture should hold, with spacer density divided by $10^4$ and film modulus multiplied by $10^4$. The frequency agreed within 0.01%. The leakage rate, with $Z$ raised a hundredfold, agreed within 0.2%, and the loss rate, for $\eta=0.001$, within 0.1%.

**Wall thickness.** If the wall spacer is 5 nm thick and all else is held fixed, $K_W=0.8K_B$. Equation (17) predicts $\delta\lambda=0.75\times(-0.45)=-0.34$ GPa/nm. Since $\delta\omega/\omega_0=\delta\lambda/(2\lambda)=-0.05$, the quantum falls by 6.9 µeV; the full formula (14) gives 7.0 µeV. One nanometre in this spacer thus matters more than the spacer mass and film elasticity together.

**Finite stack and temperature.** Ten films with a free top and a rigid substrate shift the spring-model quantum by 0.03 µeV, because little amplitude reaches the top. At 300 K the mode holds on average 186 quanta, so its energy is close to $k_BT$. If an area $S$ moves in phase, equating $k_BT$ to the mean mode energy $SM\omega_0^2\langle u_1^2\rangle/(1-r^2)$ gives
$$
\langle u_1^2\rangle=\frac{k_BT(1-r^2)}{S(K_A+K_B)}. \tag{21}
$$
For a square of side 100 nm the root-mean-square displacement is $3.0\times10^{-4}$ nm, a strain of $7.6\times10^{-5}$ in the wall spacer. This mode alone strains the spacer very little; the other thermal modes are not included.

**The real case.** Tungsten–polymer multilayers with layers of a few nanometres can be made, and the thicknesses chosen here are in that range. The moduli of such thin layers may differ from the rough bulk-like values used, and the polymer loss at tens of gigahertz is only a rough assumption: doubling it would add about 4 µeV to the width. For $\eta=0.03$ the motion of the substrate is the larger of the two sources of width: it costs about 7 µeV even on tungsten. For $\eta$ above about 0.055 the polymer loss is the larger. By (20), at fixed springs, the radiative width falls as $1/Z$, but tungsten is already among the materials of highest impedance, and common substrates broaden the line. On silicon, with $Z\approx2\times10^7$ kg/(m² s), the ratio $K_B/(Z\omega_0)$ is about 0.5, so the substrate no longer moves little, and (20) gives nearly 40 µeV, close to the whole width of the gap; the mode is then not a well-resolved resonance. Weakly bonded interfaces would soften the springs: an assumed stiffness of 10 GPa/nm at each face of every spacer, in series with $C/d$, lowers the spring-model quantum from 139 to about 119 µeV, more than any correction above. Lateral variation would couple the motion to shear; this is not sized here. The quantum is far below $k_BT\approx26$ meV at 300 K, so the mode is fully excited, but so are very many others. In the ideal chain it carries no mean energy flux, and nothing is concluded here about the thermal conductivity of the stack. The full set of values is in the numerical output.

## Table of computed values

```
Chain test, K_A=0.5, K_B=K_W=1: M omega^2 = 1.500000
  amplitudes of atoms 1 to 5: 1.0000 0.0000 -0.5000 0.0000 0.2500
  weight of first atom = 0.7500
Levels outside the bands (M omega^2, same spring unit):
  K_A=0.5 K_B=1.0 K_W=0.00: none
  K_A=0.5 K_B=1.0 K_W=0.30: 1.0543
  K_A=0.5 K_B=1.0 K_W=0.60: 1.2130
  K_A=0.5 K_B=1.0 K_W=1.00: 1.5000
  K_A=0.5 K_B=1.0 K_W=1.40: 1.7870
  K_A=0.5 K_B=1.0 K_W=1.70: 1.9457
  K_A=0.5 K_B=1.0 K_W=2.20: 3.0492
  K_A=1.0 K_B=0.5 K_W=0.00: none
  K_A=1.0 K_B=0.5 K_W=0.25: none
  K_A=1.0 K_B=0.5 K_W=0.50: none
  K_A=1.0 K_B=0.5 K_W=0.80: none
  K_A=1.0 K_B=0.5 K_W=1.50: 1.0570 3.1930
Slope d(M omega^2)/dK_W at K_W=K_B: 0.7500
K_A/K_B=0.50: winding 1, midgap modes 1
K_A/K_B=0.80: winding 1, midgap modes 1
K_A/K_B=1.25: winding 0, midgap modes 0
K_A/K_B=2.00: winding 0, midgap modes 0
Inputs (rough): metal density 19.0 g/cm3, modulus 520 GPa
  polymer density 1.2 g/cm3, modulus 9 GPa, loss tangent 0.03
  film 4 nm, thin spacer 4 nm, thick spacer 8 nm
Film mass per area: 7.600e-05 kg/m2
Springs per area: weak 1.1250, strong 2.2500 GPa/nm
Spring model gap: 113.25 to 160.16 micro-eV
Arithmetic centre of gap in omega: 136.71 micro-eV
Edge quantum: 138.71 micro-eV = 33.54 GHz
Cell length 20 nm; amplitude decay length 28.85 nm = 288.5 angstrom
Elastic layers, rigid wall: edge quantum 134.05 micro-eV, z = -0.5278
  gap of elastic layers: 110.06 to 153.46 micro-eV
Substrate impedance: 9.940e+07 kg/(m2 s)
Leakage width hbar*Gamma: formula 7.45, elastic stack 7.36 micro-eV
  edge quantum with moving substrate: 133.81 micro-eV
Polymer-loss width, formula: 4.16 micro-eV
All together: quantum 133.71, width 11.33 micro-eV, Q = 11.8, |z| = 0.523
Wall spacer 5 nm instead of 4 nm: shift -7.04 micro-eV
Stack of 10 films, free top: shift 0.0339 micro-eV
At 300 K: mean number of edge quanta 185.9
  first-film rms motion from this mode, 100 nm square: 3.03e-04 nm
  corresponding wall-spacer strain: 7.58e-05
```
